**Depletion limit of a symmetric double-gate junctionless film**

For donor density $N$, relative permittivity $\varepsilon$ and surface-energy cap $W_s$, the safe thickness in atomic units is $T_0=\sqrt{2\varepsilon(W_s-W_c)/(\pi N)}$. Here $W_c=\theta\ln(1/f)$, $\theta$ is the thermal energy, and $f$ is the largest permitted electron density divided by $N$. The program asserts that the exact Boltzmann maximum lies between $T_0$ and $T_0/\sqrt{1-f}$ for several caps and values of $f$. Finite-difference solutions of Poisson's equation, with the constant built from SI quantities, assert that the centre density equals $fN$ at the maximum, exceeds it in a 2% thicker film and falls below it in a 2% thinner one. Further assertions cover a scan of permitted centre and surface energies, the influence of holes, the Fermi–Dirac shift of $W_c$, and the quantum density obtained by diagonalization. For the model parameters, the output gives a safe thickness of 201.0 Å and an exact classical maximum of 201.4 Å. Setting $W_c=0$ gives 230.3 Å and leaves a centre density of $0.21N$, far above the permitted $0.01N$.

## Numerical verification

```python
"""
Largest thickness of a symmetric double-gate junctionless film that can be
depleted while the surface potential stays under a cap.

Result under test (atomic units):
    T_safe = sqrt(2 eps (Ws - Wc) / (pi N)),   Wc = theta ln(1/f)
    T_safe <= T_max <= T_safe / sqrt(1 - f)
W     : electron potential energy relative to neutral film
Ws    : cap on W at the surfaces;  Wc : least W allowed at mid-film
N     : donor density;  eps : relative permittivity;  theta : k_B * temperature
f     : largest electron density allowed anywhere, as a fraction of N
T_max : exact maximum for Boltzmann electrons, fixed donors and no holes
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom

# Chosen model parameters
eps = 12.0
donors = 5e-6             # per cubic angstrom
temperature = 300.0       # kelvin
cap = 0.5                 # eV
fraction = 0.01
mass = 0.3                # electron masses
valleys = 6

theta = const.k * temperature / const.e                        # eV
theta_au = theta / HARTREE
donors_au = donors * BOHR**3
K_au = 4 * np.pi * donors_au / eps


def safe_thickness(surface, centre):
    """Closed formula; energies in eV, result in angstrom."""
    drop = (surface - centre) / HARTREE
    return BOHR * np.sqrt(2 * eps * drop / (np.pi * donors_au))


def exact_thickness(surface, centre):
    """Integral of dW/W' with W = centre + s^2; result in angstrom."""
    drop = (surface - centre) / HARTREE
    occupancy = np.exp(-centre / theta)

    def integrand(s):
        electrons = -occupancy * theta_au * np.expm1(-s*s/theta_au) / (s*s)
        return 4 / np.sqrt(2 * K_au * (1 - electrons))

    return BOHR * quad(integrand, 0, np.sqrt(drop), epsabs=1e-9,
                       epsrel=1e-10)[0]


# Poisson constant from SI quantities, in eV per square angstrom
K_si = const.e * donors * 1e30 / (const.epsilon_0 * eps) * 1e-20


def solve_film(thickness, surface, intrinsic=0.0, points=1201):
    """Finite-difference Poisson solution; both surfaces held at 'surface'."""
    h = thickness / (points + 1)
    W = np.full(points, surface)
    hole_factor = (intrinsic / donors)**2
    for _ in range(100):
        padded = np.concatenate(([surface], W, [surface]))
        second = (padded[2:] - 2 * W + padded[:-2]) / h**2
        electrons = np.exp(-W / theta)
        holes = hole_factor * np.exp(W / theta)
        residual = -second + K_si * (1 + holes - electrons)
        bands = np.full((3, points), -1 / h**2)
        bands[1] = 2 / h**2 + K_si * (electrons + holes) / theta
        step = solve_banded((1, 1), bands, -residual)
        W = W + step
        if np.max(np.abs(step)) < 1e-9:
            return W, h
    raise RuntimeError("Poisson solution did not converge")


def centre_density(thickness, surface, intrinsic=0.0):
    W, _ = solve_film(thickness, surface, intrinsic)
    return np.exp(-W[len(W) // 2] / theta)


Wc = theta * np.log(1 / fraction)
T_safe = safe_thickness(cap, Wc)
T_max = exact_thickness(cap, Wc)
T_common = safe_thickness(cap, 0.0)

# The differential equation confirms the maximum from both sides
density_max = centre_density(T_max, cap)
density_safe = centre_density(T_safe, cap)
density_thin = centre_density(0.98 * T_max, cap)
density_thick = centre_density(1.02 * T_max, cap)
density_common = centre_density(T_common, cap)
assert abs(density_max / fraction - 1) < 1e-3
assert density_thin < fraction < density_thick
assert density_safe < fraction
assert density_common > fraction

# No other permitted pair of centre and surface energies gives a thicker film
for surface in np.linspace(Wc + 0.05, cap, 8):
    for centre in np.linspace(Wc, surface - 0.01, 8):
        assert exact_thickness(surface, centre) <= T_max * (1 + 1e-9)

# Bounds for several depletion criteria and caps
for f_test in (0.3, 0.1, 0.01, 0.001):
    for surface in (0.25, 0.5, 0.8):
        centre = theta * np.log(1 / f_test)
        low = safe_thickness(surface, centre)
        value = exact_thickness(surface, centre)
        assert low < value < low / np.sqrt(1 - f_test)

# Holes: largest intrinsic density for which surface holes stay below f N
ni_limit = donors * np.sqrt(fraction) * np.exp(-cap / (2 * theta))
density_holes = centre_density(T_max, cap, ni_limit)
hole_change = density_holes / density_max - 1
assert 0 < hole_change < 2e-3

# Degeneracy: Fermi-Dirac densities from the defining integral
Nc_au = 2 * valleys * (mass * theta_au / (2 * np.pi))**1.5
Nc = Nc_au / BOHR**3


def fermi_density(eta):
    """Density divided by Nc, with energy = t^2 in units of theta."""
    value = quad(lambda t: 2*t*t*np.exp(eta-t*t)/(1+np.exp(eta-t*t)),
                 0, 12, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def chemical_level(density):
    return brentq(lambda eta: np.log(fermi_density(eta) * Nc / density),
                  -15, 5, xtol=1e-11)


Wc_fermi = theta * (chemical_level(donors)
                    - chemical_level(fraction * donors))
shift_fermi = Wc_fermi - Wc
shift_series = theta * donors * (1 - fraction) / (np.sqrt(8) * Nc)
assert abs(shift_fermi / shift_series - 1) < 0.02
T_fermi = safe_thickness(cap, Wc_fermi)
assert T_fermi < T_safe

# Confinement: thermal density from eigenstates in the solved potential
W_film, h_film = solve_film(T_max, cap)
h_au = h_film / BOHR
diagonal = W_film / HARTREE + 1 / (mass * h_au**2)
off = np.full(len(W_film) - 1, -1 / (2 * mass * h_au**2))
levels, states = eigh_tridiagonal(diagonal, off, select="i",
                                  select_range=(0, 59))
thermal = (states**2 / h_au) @ np.exp(-levels / theta_au)
quantum_density = thermal / np.sqrt(mass * theta_au / (2 * np.pi))
middle = len(W_film) // 2
quantum_ratio = quantum_density[middle] / np.exp(-W_film[middle] / theta)
omega_au = np.sqrt(K_au / mass)
y = omega_au / theta_au
harmonic_ratio = np.sqrt(y / np.sinh(y))
assert abs(quantum_ratio / harmonic_ratio - 1) < 0.01
assert quantum_ratio < 1
assert np.max(quantum_density) < fraction
assert np.max(quantum_density) <= quantum_density[middle] * (1 + 1e-6)

print("INPUTS")
print(f"relative permittivity: {eps:.1f}")
print(f"donor density: {donors:.2e} angstrom^-3")
print(f"temperature: {temperature:.1f} K")
print(f"surface cap Ws: {cap:.3f} eV")
print(f"allowed density fraction f: {fraction:.3f}")
print(f"model mass: {mass:.2f} electron masses; valleys: {valleys}")
print("THICKNESS")
print(f"thermal energy theta: {theta:.6f} eV")
print(f"least centre energy Wc: {Wc:.5f} eV")
print(f"available drop Ws-Wc: {cap - Wc:.5f} eV")
print(f"Poisson constant K: {K_si:.5e} eV/angstrom^2")
print(f"safe thickness: {T_safe:.3f} angstrom = {T_safe/BOHR:.2f} bohr")
print(f"exact maximum: {T_max:.3f} angstrom = {T_max/BOHR:.2f} bohr")
print(f"upper bound: {T_safe/np.sqrt(1-fraction):.3f} angstrom")
print(f"common-rule thickness: {T_common:.3f} angstrom")
print(f"common rule / exact maximum: {T_common/T_max:.4f}")
print("CENTRE DENSITY n/N WITH SURFACE AT CAP")
print(f"safe thickness: {density_safe:.6f}")
print(f"exact maximum: {density_max:.6f}")
print(f"0.98 of exact maximum: {density_thin:.6f}")
print(f"1.02 of exact maximum: {density_thick:.6f}")
print(f"common-rule thickness: {density_common:.5f}")
print("DEPENDENCE ON f: safe, exact thickness")
for f_show in (0.1, 0.01, 0.001):
    centre = theta * np.log(1 / f_show)
    print(f"f={f_show:.3f}: {safe_thickness(cap, centre):.2f}, "
          f"{exact_thickness(cap, centre):.2f} angstrom")
print("CHECKS OF THE ASSUMPTIONS")
print(f"intrinsic density limit: {ni_limit:.3e} angstrom^-3")
print(f"relative centre change by holes: {hole_change:.2e}")
print(f"effective density of states: {Nc:.4e} angstrom^-3")
print(f"Fermi-Dirac shift of Wc: {1*shift_fermi:.6f} eV")
print(f"leading-series shift: {shift_series:.6f} eV")
print(f"safe thickness, Fermi-Dirac: {T_fermi:.3f} angstrom")
print(f"oscillator quantum: {omega_au*HARTREE:.5f} eV")
print(f"oscillator quantum / theta: {y:.4f}")
print(f"quantum/classical centre density: {quantum_ratio:.5f}")
print(f"harmonic formula for this ratio: {harmonic_ratio:.5f}")
print(f"largest quantum density n/N: {np.max(quantum_density):.6f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS
relative permittivity: 12.0
donor density: 5.00e-06 angstrom^-3
temperature: 300.0 K
surface cap Ws: 0.500 eV
allowed density fraction f: 0.010
model mass: 0.30 electron masses; valleys: 6
THICKNESS
thermal energy theta: 0.025852 eV
least centre energy Wc: 0.11905 eV
available drop Ws-Wc: 0.38095 eV
Poisson constant K: 7.53964e-05 eV/angstrom^2
safe thickness: 201.049 angstrom = 379.93 bohr
exact maximum: 201.447 angstrom = 380.68 bohr
upper bound: 202.062 angstrom
common-rule thickness: 230.332 angstrom
common rule / exact maximum: 1.1434
CENTRE DENSITY n/N WITH SURFACE AT CAP
safe thickness: 0.009464
exact maximum: 0.010000
0.98 of exact maximum: 0.005712
1.02 of exact maximum: 0.017368
common-rule thickness: 0.21079
DEPENDENCE ON f: safe, exact thickness
f=0.100: 216.19, 220.40 angstrom
f=0.010: 201.05, 201.45 angstrom
f=0.001: 184.67, 184.71 angstrom
CHECKS OF THE ASSUMPTIONS
intrinsic density limit: 3.156e-11 angstrom^-3
relative centre change by holes: 3.61e-04
effective density of states: 2.4740e-05 angstrom^-3
Fermi-Dirac shift of Wc: 0.001824 eV
leading-series shift: 0.001829 eV
safe thickness, Fermi-Dirac: 200.567 angstrom
oscillator quantum: 0.04376 eV
oscillator quantum / theta: 1.6928
quantum/classical centre density: 0.80448
harmonic formula for this ratio: 0.80300
largest quantum density n/N: 0.008045
ALL CHECKS PASSED
```
